\section*{The Ballistic Electron-Wind Force on a Migrating Defect}

\section{Momentum given up in collisions}

\textbf{Q.} A metal carries a current, and a defect in it is said to be pushed by the electrons. The defect scatters electrons with or without a current. What is the force, and why is it not there at equilibrium?

\textbf{A.} The force is the momentum which the electrons lose to the defect per unit time. Take independent electrons of charge $-e$ in a parabolic band, with velocity $\mathbf v=\hbar\mathbf k/m$, and a static spherical defect potential $V(r)$ that scatters them elastically. Let $W_{\mathbf k\mathbf k'}$ be the scattering rate from $\mathbf k$ to $\mathbf k'$ and $f_{\mathbf k}$ the occupation per spin. A collision gives the defect the momentum $\hbar(\mathbf k-\mathbf k')$, so, with a factor 2 for spin,
\begin{equation}
\mathbf F=2\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}\,\hbar(\mathbf k-\mathbf k')\,f_{\mathbf k}(1-f_{\mathbf k'}).
\end{equation}
For a spherical potential $W_{\mathbf k\mathbf k'}$ depends on the energy and the angle between the two wavevectors, hence $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. In the term with $f_{\mathbf k}f_{\mathbf k'}$, exchanging the names $\mathbf k$ and $\mathbf k'$ changes the sign of $\mathbf k-\mathbf k'$ and nothing else. That term equals its own negative and vanishes:
\begin{equation}
\mathbf F=2\sum_{\mathbf k}f_{\mathbf k}\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,\hbar(\mathbf k-\mathbf k').
\label{eq:nopauli}
\end{equation}
The exclusion principle thus leaves no blocking factor. At equilibrium $f$ is the same for $\mathbf k$ and $-\mathbf k$, whose contributions are opposite, and the mean force is zero.

\textbf{Q.} An electron deflected by a small angle loses little momentum. Where is that counted?

\textbf{A.} In the inner sum. One electron in a volume $\mathcal V$ is a beam of flux $v/\mathcal V$, so it scatters into the solid angle $d\Omega$ at the rate $(v/\mathcal V)(d\sigma/d\Omega)\,d\Omega$. Write $\mathbf k'=\mathbf k\cos\theta+\mathbf k'_\perp$. The transverse part averages to zero over the azimuth, and
\begin{equation}
\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\hbar(\mathbf k-\mathbf k')
=\frac{v}{\mathcal V}\,\hbar\mathbf k\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int\frac{d\sigma}{d\Omega}(1-\cos\theta)\,d\Omega .
\label{eq:beam}
\end{equation}
The weight $1-\cos\theta$ is the fraction of forward momentum lost. With $\sum_{\mathbf k}\to\mathcal V\int d^3k/(2\pi)^3$ the volume cancels:
\begin{equation}
\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,\hbar\mathbf k\,v\,\sigma_{\rm tr}(k).
\label{eq:force}
\end{equation}

\textbf{Q.} That treats the electron as a particle that bounces. Is the quantum force the same?

\textbf{A.} The force operator on a defect at $\mathbf R$ is $-\partial V(\mathbf r-\mathbf R)/\partial\mathbf R=\nabla_{\mathbf r}V$. Its expectation value in the scattering state of a beam of unit density must equal $\hbar k v\,\sigma_{\rm tr}$. This was tested by integrating $|\psi|^2\nabla V$ over space for the potential of the example below, and the two agree.

\section{The cross-section from phase shifts}

\textbf{Q.} How is $\sigma_{\rm tr}$ obtained from the potential?

\textbf{A.} Start from the partial-wave amplitude, with phase shifts $\delta_L$ and $s_L=\sin\delta_L$:
\begin{equation}
f(\theta)=\frac1k\sum_L(2L+1)e^{i\delta_L}s_LP_L(\cos\theta),\qquad \frac{d\sigma}{d\Omega}=|f(\theta)|^2 .
\end{equation}
Two integrals over $\mu=\cos\theta$ are needed: $\int P_L^2\,d\mu=2/(2L+1)$ and $\int\mu P_LP_{L+1}\,d\mu=2(L+1)/[(2L+1)(2L+3)]$. For other pairs the integral with $\mu$ vanishes. Each neighbouring pair occurs twice, as complex conjugates, so
\begin{align}
\int|f|^2d\Omega&=\frac{4\pi}{k^2}\sum_L(2L+1)s_L^2
=\frac{4\pi}{k^2}\sum_L(L+1)\left(s_L^2+s_{L+1}^2\right),\\
\int|f|^2\cos\theta\,d\Omega&=\frac{4\pi}{k^2}\sum_L2(L+1)s_Ls_{L+1}\cos(\delta_L-\delta_{L+1}).
\end{align}
The second form of the first line holds because $\sum_L(L+1)s_{L+1}^2=\sum_L L\,s_L^2$. Now subtract. With $c_L=\cos\delta_L$ and $\cos(\delta_L-\delta_{L+1})=c_Lc_{L+1}+s_Ls_{L+1}$,
\begin{align}
&s_L^2+s_{L+1}^2-2s_Ls_{L+1}(c_Lc_{L+1}+s_Ls_{L+1})\nonumber\\
&\quad=s_L^2(1-s_{L+1}^2)+s_{L+1}^2(1-s_L^2)-2s_Ls_{L+1}c_Lc_{L+1}\nonumber\\
&\quad=(s_Lc_{L+1}-c_Ls_{L+1})^2=\sin^2(\delta_L-\delta_{L+1}).
\end{align}
Therefore
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{L=0}^\infty(L+1)\sin^2(\delta_L-\delta_{L+1}).
\label{eq:phases}
\end{equation}

\section{The distribution that reaches the defect}

\textbf{Q.} Equation \eqref{eq:force} needs $f_{\mathbf k}$ at the defect. The defect itself disturbs the electrons around it. Which distribution is meant?

\textbf{A.} The one of the incoming electrons. If the mean free path $l$ is much larger than the range of the potential, and $k_Fl\gg1$, an electron arrives from a distance of order $l$, where the distribution is that of the bulk. This is the ballistic assumption. It leaves out local-field corrections, which arise because the defect distorts the current and field near itself.

In the bulk the force on an electron is $-e\mathbf E$. The steady Boltzmann equation with relaxation time $\tau$ is
\begin{equation}
-\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\end{equation}
To first order in $\mathbf E$, $f$ on the left is replaced by the Fermi function $f_0(\varepsilon)$, and $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$. Hence
\begin{equation}
\delta f=f-f_0=e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.
\label{eq:df}
\end{equation}
Since $\partial f_0/\partial\varepsilon<0$, states moving against $\mathbf E$ gain electrons. For constant $\tau$ this is the first-order form of $f_0(\mathbf k+e\tau\mathbf E/\hbar)$, a Fermi sphere displaced by $-e\tau\mathbf E/\hbar$.

\textbf{Q.} A single $\tau$ is convenient, but real scattering depends on angle.

\textbf{A.} For elastic scattering in an isotropic metal a single $\tau$ at each energy is still correct, provided that it is the transport time. Consider defects of density $n_d$. The net rate into $\mathbf k$ contains $f_{\mathbf k'}(1-f_{\mathbf k})-f_{\mathbf k}(1-f_{\mathbf k'})=f_{\mathbf k'}-f_{\mathbf k}$. Let $\delta f_{\mathbf k}=A(\varepsilon)\cos\alpha$, with $\alpha$ the angle between $\mathbf k$ and $\mathbf E$. At fixed scattering angle $\theta$, the azimuthal average of $\cos\alpha'$ is $\cos\alpha\cos\theta$, so
\begin{equation}
n_dv\int\frac{d\sigma}{d\Omega}\,(\delta f_{\mathbf k'}-\delta f_{\mathbf k})\,d\Omega
=n_dv\,A\cos\alpha\int\frac{d\sigma}{d\Omega}(\cos\theta-1)\,d\Omega
=-n_dv\,\sigma_{\rm tr}\,\delta f_{\mathbf k}.
\end{equation}
This is relaxation at the rate $n_dv\sigma_{\rm tr}$. Independent mechanisms add their rates, and division by $v_F$ gives, for $l=v_F\tau$,
\begin{equation}
\frac1l=\frac1{l_b}+n_d\sigma_{\rm tr},
\label{eq:matth}
\end{equation}
where $l_b$ is the transport length of all other scattering. Solving the angular Boltzmann equation numerically, with the computed $d\sigma/d\Omega$ and an isotropic background, confirmed this $l$.

\section{The wind force}

\textbf{Q.} Then put the distribution into the force.

\textbf{A.} Take $\mathbf E$ along $z$. The part $f_0$ gives nothing, and \eqref{eq:df} in \eqref{eq:force} leaves
\begin{equation}
F=2\int\frac{d^3k}{(2\pi)^3}\,\hbar k_z\,v\,\sigma_{\rm tr}\;e\tau E\,v_z\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
For $kT\ll\varepsilon_F$ the derivative is concentrated at the Fermi energy. The product $v\tau\sigma_{\rm tr}$ may be taken there, where it equals $l\sigma_{\rm tr}$, if it varies little over an energy $kT$. In the remainder use $\hbar v_z\,\partial f_0/\partial\varepsilon=\partial f_0/\partial k_z$ and integrate by parts; the boundary term vanishes because $f_0\to0$ at large $k$:
\begin{equation}
2\int\frac{d^3k}{(2\pi)^3}\,k_z\frac{\partial f_0}{\partial k_z}
=-2\int\frac{d^3k}{(2\pi)^3}\,f_0=-n .
\end{equation}
The result is
\begin{equation}
\boxed{\;\mathbf F_{\rm wind}=-e\,n\,l\,\sigma_{\rm tr}\,\mathbf E=Z_{\rm wind}\,e\mathbf E,\qquad Z_{\rm wind}=-n\,l\,\sigma_{\rm tr}\;}
\label{eq:main}
\end{equation}
with $\sigma_{\rm tr}$ at the Fermi energy. The force points against $\mathbf E$, the way the electrons drift. The dimensionless $Z_{\rm wind}$ is the number of elementary charges on which the field would exert this force; it is not a charge located on the defect.

\textbf{Q.} The full density $n$ appears, yet you evaluate the cross-section at the Fermi surface. Do the deep electrons push or not?

\textbf{A.} Deep inside the displaced sphere both $\mathbf k$ and $-\mathbf k$ are filled, and their pushes cancel. The net force comes from the surface, and the integration by parts expresses the surface integral through the volume $n$. As a test, \eqref{eq:force} was integrated over an entire displaced sphere, with the computed energy-dependent $\sigma_{\rm tr}(k)$. For a displacement of $10^{-3}k_F$ it agrees with the Fermi-surface value to about $10^{-5}$ of that value. This residual is numerical error; the true correction is of second order in the displacement and smaller still.

\textbf{Q.} Does a cleaner metal, with larger $l$, then push its defects harder?

\textbf{A.} At given field, yes; at given current density, no. The displacement of the sphere gives every electron the extra velocity $\mathbf v_d=-e\tau\mathbf E/m$, and $\mathbf j=-ne\mathbf v_d$. Insert $l=v_F\tau$ and $-e\tau\mathbf E=m\mathbf v_d$ into \eqref{eq:main}:
\begin{equation}
\mathbf F_{\rm wind}=n\,v_F\sigma_{\rm tr}(-e\tau\mathbf E)
=n\,mv_F\,\sigma_{\rm tr}\mathbf v_d
=-\frac{\hbar k_F\sigma_{\rm tr}}{e}\,\mathbf j .
\label{eq:current}
\end{equation}
The mean free path has dropped out. A cleaner metal needs less field for the same current, and the same stream of electrons strikes the defect.

\section{A limit that fixes the factor}

\textbf{Q.} A numerical factor could still be wrong. Is there a case where the answer is known beforehand?

\textbf{A.} Let the defects be the only scatterers, still dilute enough for the ballistic assumption. Then $l_b\to\infty$, and \eqref{eq:matth} gives $l=1/(n_d\sigma_{\rm tr})$. The force per unit volume on all defects is
\begin{equation}
n_dF_{\rm wind}=-e\,n\,(n_dl\sigma_{\rm tr})E=-neE .
\end{equation}
The field supplies momentum to the electrons at the rate $-neE$ per volume, and in a steady state the defects must absorb all of it. With other scattering present they absorb the fraction $n_dl\sigma_{\rm tr}<1$, and the background takes the rest. The angular Boltzmann solution passed this test too.

The fraction can also be read from resistivities. From $j=ne^2\tau E/m$ the total resistivity is $\rho=m/(ne^2\tau)=mv_F/(ne^2l)$. By \eqref{eq:matth} the defects contribute $\Delta\rho=mv_Fn_d\sigma_{\rm tr}/(ne^2)$. The ratio is $\Delta\rho/\rho=n_dl\sigma_{\rm tr}$, so
\begin{equation}
Z_{\rm wind}=-n\,\frac{\Delta\rho/n_d}{\rho}.
\label{eq:rho}
\end{equation}

\section{A defect that moves}

\textbf{Q.} All this holds for a defect at rest. A migrating one passes over a saddle point, where its cross-section is different. Which value counts?

\textbf{A.} The mean along the jump path. Consider one-dimensional jumps of length $a$ between equivalent sites at $x=0$ and $x=a$, with the saddle at $x_s$ and the rate $\Gamma_0$ in each direction without force. Let $F(x)$ be the wind force at each point of the path. The work done up to the saddle lowers the barrier. Forward and backward this work is
\begin{equation}
W_+=\int_0^{x_s}F\,dx,\qquad W_-=\int_a^{x_s}F\,dx=-\int_{x_s}^aF\,dx .
\end{equation}
The rates are $\Gamma_\pm=\Gamma_0e^{W_\pm/kT}$. For $|W_\pm|\ll kT$ the drift velocity is
\begin{equation}
u=a(\Gamma_+-\Gamma_-)\simeq\frac{a\Gamma_0}{kT}(W_+-W_-)
=\frac{a\Gamma_0}{kT}\int_0^aF\,dx=\frac{a^2\Gamma_0}{kT}\bar F=\frac{D\bar F}{kT}.
\label{eq:drift}
\end{equation}
Here $\bar F$ is the path mean, and $D=a^2\Gamma_0$ because the two directions together give $\langle x^2\rangle=2\Gamma_0a^2t=2Dt$. The position of the saddle has cancelled, so no symmetry of $F(x)$ is needed. A test with overdamped diffusion in a periodic potential, under an asymmetric force, agrees with $D\bar F/kT$ to about $2\times10^{-4}$ of its value.

\textbf{Q.} Does the motion of the defect weaken the wind?

\textbf{A.} In the frame of a defect with momentary velocity $\mathbf w$ the electron drift is $\mathbf v_d-\mathbf w$, which replaces $\mathbf v_d$ in \eqref{eq:current}. The part proportional to $\mathbf w$ is a friction. During a jump $\mathbf w$ is a thermal velocity and may exceed $\mathbf v_d$, but its average over time is only the drift velocity $u$. The relative change of the time-averaged force is therefore of order $u/v_d$, and the example shows its size. The friction also acts without a current, so its effect on the jumps is already contained in $\Gamma_0$ and $D$. In \eqref{eq:drift}, $\bar F$ remains the path mean of the force on a defect at rest.

\section{Numbers for a model metal}

\textbf{Q.} How large is the force?

\textbf{A.} Take round parameters: $n=6\times10^{28}\ \mathrm{m^{-3}}$, $l=20$ nm, and $V(r)=-V_0e^{-(r/b)^2}$ with $b=0.10$ nm. The depth $V_0$ is 8 eV at the site and 9 eV at the saddle. The potential is a model, not screened self-consistently. The free-electron relation $k_F=(3\pi^2n)^{1/3}$ gives $12.11\ \mathrm{nm^{-1}}$, so $k_Fl=242$, and $l$ is 200 times $b$.

At the site $\delta_0=0.6418$, $\delta_1=0.1696$, $\delta_2=0.0217$ and $\delta_3=0.0022$. The first three terms of \eqref{eq:phases} give
\begin{equation}
\sigma_{\rm tr}\simeq\frac{4\pi}{(12.11\ \mathrm{nm^{-1}})^2}\,(0.2069+0.0434+0.0012)=0.0215\ \mathrm{nm^2}.
\end{equation}
The total cross-section is $0.0382\ \mathrm{nm^2}$. The ratio $0.56$ equals $1-\langle\cos\theta\rangle$, so scattering favours the forward direction, with $\langle\cos\theta\rangle=0.44$; using the total cross-section would overestimate the force.

At the saddle $\sigma_{\rm tr}=0.0266\ \mathrm{nm^2}$. Between the two a profile $\sin^2(\pi x/a)$ is assumed, whose mean is one half, so the path mean is $0.02405\ \mathrm{nm^2}$. Then
\begin{equation}
Z_{\rm wind}=-(6\times10^{28})(2\times10^{-8})(2.405\times10^{-20})=-28.9 .
\end{equation}
The site value alone would be $-25.8$, smaller in magnitude by 10\% of the path mean. Equation \eqref{eq:rho} expresses the same number through resistivities: with $n_d/n=0.001$ and the path-mean cross-section, $\Delta\rho$ is $0.1197\ \mu\Omega\,$cm out of a total of $4.146\ \mu\Omega\,$cm, and $-(0.1197/4.146)/0.001=-28.9$. Defects that rest at their sites add a resistivity set by the site cross-section, so a measured $\Delta\rho$ would give the site value instead, $-25.8$ at the same total $l$.

At $j=10^{10}\ \mathrm{A/m^2}$ the field is $E=\rho j=415$ V/m, and
\begin{equation}
\bar F=-28.9\,e\,(415\ \mathrm{V/m})=-1.92\times10^{-15}\ \mathrm N=-1.20\times10^{-5}\ \mathrm{eV/nm}.
\end{equation}

\textbf{Q.} That is tiny. Can it move anything?

\textbf{A.} It biases jumps that heat already causes. At 500 K, $kT=6.90\times10^{-21}$ J, while the work over a full nanometre is $1.92\times10^{-24}$ J in magnitude. Their ratio, $3\times10^{-4}$, justifies the expansion in \eqref{eq:drift}. With a chosen $D=10^{-14}\ \mathrm{m^2/s}$,
\begin{equation}
u=\frac{(10^{-14}\ \mathrm{m^2/s})(-1.92\times10^{-15}\ \mathrm N)}{6.90\times10^{-21}\ \mathrm J}=-2.8\times10^{-9}\ \mathrm{m/s},
\end{equation}
about 0.24 mm in a day. The electrons drift at $-1.04$ m/s, so $u/v_d=2.7\times10^{-9}$ and the motion of the defect leaves the time-averaged wind force practically unchanged. The Fermi sphere is displaced by $7\times10^{-7}$ of its radius, well within first order in $E$.

\textbf{Q.} Is $-28.9$ then the effective charge that a drift measurement would give?

\textbf{A.} Not by itself. The field also acts directly on the defect and its screening cloud, and the measured drift contains the sum of both forces. The direct part is not derived here. The wind part changes too if $l$ approaches the defect range, if neighbouring defects scatter coherently, or if the band is not isotropic, since the energy was taken to depend only on the magnitude of $\mathbf k$. The numerical output lists the values used above.

\section*{Calculated quantities}
\begin{verbatim}
carrier density n = 6.000e+28 m^-3
transport mean free path l = 20.00 nm
potential range = 0.100 nm
potential depth, site = 8.00 eV
potential depth, saddle = 9.00 eV
Fermi wavevector = 12.1113 nm^-1
Fermi speed = 1.4021e+06 m/s
Fermi energy = 5.5886 eV
k_F l = 242.2 (no unit)
relaxation time = 14.264 fs
phase shift L=0, site = 0.64176 rad
phase shift L=1, site = 0.16955 rad
phase shift L=2, site = 0.02174 rad
phase shift L=3, site = 0.00215 rad
phase shift L=0, saddle = 0.72003 rad
phase shift L=1, saddle = 0.19596 rad
phase shift L=2, saddle = 0.02470 rad
phase shift L=3, saddle = 0.00242 rad
total cross-section, site = 0.03822 nm^2
sigma_tr, site = 0.02154 nm^2
sigma_tr, saddle = 0.02656 nm^2
sigma_tr, path mean = 0.02405 nm^2
Z_wind, site = -25.849 (no unit)
Z_wind, saddle = -31.870 (no unit)
Z_wind, path mean = -28.859 (no unit)
resistivity = 4.1463 microohm cm
added resistivity for n_d/n = 0.001: 0.1197 microohm cm
current density = 1.00e+10 A/m^2
electric field = 414.63 V/m
wind force, path mean = -1.9172e-15 N
wind force, path mean = -1.1966e-05 eV/nm
Fermi-sphere shift / k_F = -7.419e-07 (no unit)
electron drift velocity = -1.0403 m/s
temperature = 500.0 K
defect diffusivity = 1.00e-14 m^2/s
defect drift velocity = -2.7772e-09 m/s
defect / electron drift velocity = 2.670e-09 (no unit)
test: quantum force / phase-shift force = 1.00000000
test: shifted-sphere force / formula = 1.000013
test: Boltzmann force / formula = 1.00000000
test: momentum share, defects only = 1.00000000
test: periodic drift / path-mean formula = 1.000152
\end{verbatim}
